# Refraction shift of the silicon 111 reflection for copper K-alpha

## Problem

A thick, perfect silicon crystal has its surface parallel to the (111) planes. It is illuminated in vacuum by copper K-alpha1 radiation, and the beam is reflected back out through the same surface, an arrangement called the symmetric Bragg case. The refractive index of silicon at this wavelength is \(n=1-\delta\) with \(\delta=7.6\times10^{-6}\). The plane spacing is \(d=3.13560\) angstrom and the wavelength is \(\lambda=1.54059\) angstrom.

All angles are glancing angles, measured from the surface or from the planes and not from their normals. The vacuum Bragg angle \(\theta_B\) is defined by \(2d\sin\theta_B=\lambda\).

1. Explain why \(n\) is smaller than one, and estimate \(\delta\) by treating the electrons as free.
2. Find, to first order in \(\delta\), how far the reflection is displaced from \(\theta_B\) when the angle is measured outside the crystal.
3. Evaluate the displacement in arcseconds.
4. A perfect crystal reflects over a finite range of angles. Show from the wave equation which point of that range your answer to part 2 describes, and decide whether \(\theta_B\) lies within the range.

## Hints

**Part 1.** Far above its resonances an electron responds as if it were free. Compare the direction of its displacement with that of the force.

**Part 2.** Two separate things happen. The beam changes direction at the surface, and the wavelength inside differs from \(\lambda\). Treat each to first order and add.

**Part 4.** Assume that no other set of planes reflects at the same time, and keep only the part of the susceptibility that varies with depth. With the planes parallel to the surface, the problem is then one-dimensional. Try a pair of waves, one travelling inwards and one outwards, with a common decaying factor.

## Solution

### 1. The sign and size of \(\delta\)

In atomic units the electron has mass 1 and charge \(-1\). In a field \(E_0\cos\omega t\) a free electron obeys

\[
\ddot x=-E_0\cos\omega t ,\qquad x_{\rm osc}=\frac{E_0}{\omega^2}\cos\omega t .
\]

The displacement is along the field, opposite to the force. Since the charge is negative, the dipole moment \(-x_{\rm osc}\) points against the field. For electron density \(n_e\) the polarisation is \(P=-n_eE/\omega^2\). With \(D=E+4\pi P=(1+\chi_0)E\),

\[
\chi_0=-\frac{4\pi n_e}{\omega^2},\qquad
n=\sqrt{1+\chi_0}\simeq1+\frac{\chi_0}{2},\qquad
\delta=\frac{2\pi n_e}{\omega^2}.
\]

The cubic cell of silicon has an edge of 5.43102 angstrom and holds eight atoms with 14 electrons each. At the photon energy of 8047.8 eV this gives \(\delta=7.44\times10^{-6}\). The value given in the problem is larger by a factor 1.021. The free-electron estimate leaves out the binding of the electrons; the given value is used from here on.

### 2. The displacement

**Refraction at the surface.** Let \(\theta_{\rm out}\) and \(\theta_{\rm in}\) be the glancing angles outside and inside. The wavevector component along the surface is the same on both sides, so

\[
\cos\theta_{\rm out}=(1-\delta)\cos\theta_{\rm in}.
\]

Write \(\theta_{\rm out}=\theta_{\rm in}+\varepsilon\) and expand the left side to first order:

\[
\cos\theta_{\rm in}-\varepsilon\sin\theta_{\rm in}
=\cos\theta_{\rm in}-\delta\cos\theta_{\rm in}
\quad\Rightarrow\quad
\varepsilon=\delta\cot\theta_{\rm in}\simeq\delta\cot\theta_B .
\]

The last replacement changes \(\varepsilon\) only at second order. The outside angle is the larger one: on entering the crystal the beam bends towards the surface.

**Bragg's law inside.** The internal wavelength is \(\lambda/n\), slightly longer than \(\lambda\). Hence

\[
\sin\theta_{\rm in}=\frac{\lambda}{2d(1-\delta)}\simeq(1+\delta)\sin\theta_B .
\]

With \(\theta_{\rm in}=\theta_B+\eta\), the left side is \(\sin\theta_B+\eta\cos\theta_B\), so \(\eta=\delta\tan\theta_B\).

**Sum.** Both contributions raise the external angle:

\[
\Delta\theta=\delta(\cot\theta_B+\tan\theta_B)
=\delta\,\frac{\cos^2\theta_B+\sin^2\theta_B}{\sin\theta_B\cos\theta_B}
=\boxed{\frac{2\delta}{\sin2\theta_B}} .
\]

**Range of validity.** The two conditions can also be combined without expanding. Squaring the surface condition gives

\[
\sin^2\theta_{\rm out}=1-(1-\delta)^2(1-\sin^2\theta_{\rm in}).
\]

Since \((1-\delta)\sin\theta_{\rm in}=\sin\theta_B\), this becomes

\[
\sin^2\theta_{\rm out}=\sin^2\theta_B+2\delta-\delta^2 .
\]

The first-order formula replaces the left side by its tangent at \(\theta_B\). That fails when \(\theta_B\) is no longer large compared with the critical angle \(\sqrt{2\delta}\), and again when \(\theta_B\) comes equally close to \(90^\circ\). In the second case \(\cos^2\theta_{\rm out}=\cos^2\theta_B-2\delta+\delta^2\) may even be negative, and then no external angle satisfies both conditions. Silicon 111 at this wavelength is far from both limits: solving the two conditions without expansion changes the result by only \(4\times10^{-4}\) arcsec.

### 3. Numbers

The Bragg angle follows from

\[
\sin\theta_B=\frac{1.54059}{2\times3.13560}=0.24566,\qquad
\theta_B=14.2209^\circ,\qquad
\sin2\theta_B=0.47627 .
\]

Therefore

\[
\Delta\theta=\frac{2\times7.6\times10^{-6}}{0.47627}
=31.9\ \text{microradian}=6.6\ \text{arcsec}.
\]

Surface refraction supplies 6.19 arcsec and the longer internal wavelength 0.40 arcsec. Their ratio is \(\cot^2\theta_B\), so refraction dominates for Bragg angles well below \(45^\circ\). Since \(\delta\) is given to two figures, its rounding alone leaves an uncertainty of 0.04 arcsec. Further digits below serve to compare calculations that use the same inputs.

### 4. The range of total reflection

**Wave equation.** Take the electric field perpendicular to the plane of incidence (sigma polarisation), let \(z\) be the depth, and let \(k=\omega/c=2\pi/\lambda\). Variations of the susceptibility along the surface belong to other sets of planes, which are assumed not to reflect at this angle. Keep the mean susceptibility and its first harmonic in depth, and neglect absorption for now:

\[
\chi(z)=\chi_0+2\chi_h\cos Gz,\qquad G=\frac{2\pi}{d},\qquad \chi_0=-2\delta .
\]

The origin of \(z\) is at a maximum of the first harmonic of the electron density. More electrons make \(\chi\) more negative, so \(\chi_h=-|\chi_h|\). The dependence along the surface is \(e^{ikx\cos\theta}\), with \(\theta\) the external angle, which leaves

\[
E''+k^2\left[\sin^2\theta+\chi(z)\right]E=0 .
\]

**Two waves.** Near the reflection, insert

\[
E=e^{-\kappa z}\left(Ae^{iGz/2}+Be^{-iGz/2}\right).
\]

The second derivative of the \(A\) term brings the factor \((iG/2-\kappa)^2=-G^2/4-iG\kappa+\kappa^2\); for the \(B\) term the sign of \(iG\kappa\) is reversed. Because \(\kappa\ll G\), drop \(\kappa^2\). The definition of \(\theta_B\) gives \(G/2=k\sin\theta_B\), which suggests the abbreviation

\[
D=k^2\left(\sin^2\theta-\sin^2\theta_B-2\delta\right).
\]

The factor \(2\cos Gz=e^{iGz}+e^{-iGz}\) turns each wave into the other. It also creates waves \(e^{\pm3iGz/2}\), which are far from satisfying the wave equation and affect the result only at second order in \(\chi\). Collecting the coefficients of \(e^{\pm iGz/2}\),

\[
(D-iG\kappa)A+k^2\chi_hB=0,\qquad
k^2\chi_hA+(D+iG\kappa)B=0 .
\]

A non-zero solution requires \(D^2+G^2\kappa^2=k^4\chi_h^2\), or

\[
\kappa=\frac{\sqrt{k^4\chi_h^2-D^2}}{G}.
\]

**Total reflection.** For \(|D|<k^2|\chi_h|\), \(\kappa\) is real and the field decays with depth. Then \(|D-iG\kappa|=k^2|\chi_h|\), and the first equation gives \(|A|=|B|\). The inward and outward waves carry equal energy flux, none is transported into the crystal, and all of the incident energy is reflected. The edges of this range, \(D=\pm k^2|\chi_h|\), lie at

\[
\sin^2\theta=\sin^2\theta_B+2\delta\pm|\chi_h| .
\]

With \(\sin^2\theta-\sin^2\theta_B\simeq(\theta-\theta_B)\sin2\theta_B\),

\[
\theta-\theta_B=\frac{2\delta\pm|\chi_h|}{\sin2\theta_B} .
\]

The answer to part 2 is therefore the centre of the range of total reflection. The mean susceptibility fixes the centre, and the periodic part fixes the full width \(2|\chi_h|/\sin2\theta_B\).

**Width for silicon.** The two face-centred sublattices of silicon scatter into 111 with a phase difference of \(3\pi/2\), so the amplitude per atom is reduced by \(|1-i|/2=0.7071\). The spread of the electrons within each atom reduces it by a further factor of roughly 0.75. Hence

\[
|\chi_h|\simeq2\delta\times0.7071\times0.75=8.06\times10^{-6}.
\]

This is 0.530 of \(2\delta\), so the half-width is \(0.530\times6.58=3.49\) arcsec. The range extends from 3.09 to 10.07 arcsec above \(\theta_B\). The vacuum Bragg angle lies outside it, on the low side, as it must whenever \(|\chi_h|<2\delta\).

The same wave equation was also solved through one lattice period divided into 200 thin layers, without restricting the field to two waves. The edges came out at 3.092 and 10.073 arcsec, with the centre at 6.582 arcsec.

**Polarisation.** If the electric field lies in the plane of incidence (pi polarisation), the field directions of the two waves differ by the angle \(2\theta_B\). Only the projection of one on the other couples them, so \(\chi_h\) is multiplied by \(\cos2\theta_B\). The width falls from 6.98 to 6.14 arcsec. To first order the centre does not move, because \(\chi_0\) acts on each wave separately.

**What "thick" means.** At the centre \(D=0\) and \(\kappa=k^2|\chi_h|/G=k|\chi_h|/(2\sin\theta_B)\). The intensity falls by a factor \(e\) over the extinction depth

\[
\frac{1}{2\kappa}=\frac{\lambda\sin\theta_B}{2\pi|\chi_h|}\simeq7500\ \text{angstrom}.
\]

Without absorption, a slab of thickness \(t\) reflects the fraction \(\tanh^2\kappa t\) at the centre: 82 per cent at three extinction depths, 97 per cent at five and more than 99 per cent at seven. The crystal must be at least five to seven times thicker than this depth for the semi-infinite solution to apply near the centre. Towards the edges \(\kappa\) tends to zero, and a greater thickness is needed.

### The real crystal and the real source

The given \(\delta\) and the resulting width of about 7 arcsec are typical of silicon 111 at this wavelength. Real silicon also absorbs. With an imaginary part of the index of roughly \(1.7\times10^{-7}\), the calculated peak reflectivity falls to 0.94 and the maximum moves to 4.1 arcsec, although the midpoint at half height stays at 6.56 arcsec. At the low-angle edge \(D=-k^2|\chi_h|\) and \(\kappa=0\), so \(A=-B\): the standing wave is a sine with nodes at the maxima of the first harmonic of the electron density. In silicon these lie midway between the two closely spaced atomic layers that make up each (111) double layer. The atoms are an eighth of a spacing away, where the intensity is \(\sin^2(\pi/8)=0.15\) of its maximum, so the absorption, which is concentrated at the atoms, is weak. When the same mean absorption was spread uniformly, the maximum returned to 6.58 arcsec. For this reflection and a monochromatic beam, the shift is thus better read from the midpoint, which lies 0.03 arcsec below \(\Delta\theta\), than from the highest point.

The source is a larger disturbance. A natural line width of roughly 2 eV corresponds to 13 arcsec, and the K-alpha doublet, separated by roughly 20 eV, to 130 arcsec. With a collimated beam, the natural line width therefore smears out the 7 arcsec plateau, while K-alpha2 gives a separate peak about 130 arcsec higher. The line as a whole is still displaced by approximately \(\Delta\theta\), which varies little across its width; the asymmetry caused by absorption lowers the peak and the midpoint of a Lorentzian line 2 eV wide by 0.1 to 0.2 arcsec.

## Variation 1: a surface that is not parallel to the planes

*The planes are tilted about the normal to the plane of incidence, so that the incident beam makes the angle \(\theta_B+\varphi\) with the surface. At what incident angle is Bragg's law satisfied inside?*

The internal Bragg angle still exceeds \(\theta_B\) by \(\delta\tan\theta_B\), because this part does not involve the surface. Refraction now turns the beam by \(\delta\cot(\theta_B+\varphi)\), and its angle to the planes changes by the same amount. Hence

\[
\Delta\theta(\varphi)=\delta\left[\tan\theta_B+\cot(\theta_B+\varphi)\right].
\]

For \(\varphi=+1^\circ\) the shift is 6.16 arcsec, and for \(\varphi=-1^\circ\) it is 7.07 arcsec. An unrecorded miscut of one degree in the plane of incidence thus changes the answer by almost half an arcsecond, about ten times the rounding uncertainty of \(\delta\).

Two special cases are instructive:

- At normal incidence, \(\theta_B+\varphi=90^\circ\), the surface does not bend the beam. Only the wavelength part, 0.40 arcsec, remains. Here \(\varphi>\theta_B\), so the diffracted beam already leaves through the far side of the crystal; it returns through the entrance surface only for \(|\varphi|<\theta_B\).
- At \(\varphi=90^\circ\) the planes are perpendicular to the surface and the beam leaves through the far side, the symmetric Laue case. Then \(\cot(\theta_B+90^\circ)=-\tan\theta_B\), and the shift vanishes. The wavevector component normal to the planes now lies along the surface. It is conserved on entry, so Bragg's law inside takes its vacuum form, \(k\sin\theta=G/2\).

The formula fails when the incident beam approaches the critical angle to the surface.

## Variation 2: the error in a measured lattice spacing

*The centre of the reflection is measured and inserted in \(2d\sin\theta=\lambda\) without a refraction correction. How wrong is the spacing?*

At fixed wavelength, differentiating \(d=\lambda/(2\sin\theta)\) gives \(\Delta d/d=-\cot\theta_B\,\Delta\theta\). In the symmetric Bragg case,

\[
\frac{\Delta d}{d}
=-\frac{\cos\theta_B}{\sin\theta_B}\,\frac{2\delta}{2\sin\theta_B\cos\theta_B}
=-\frac{\delta}{\sin^2\theta_B}
=-\frac{7.6\times10^{-6}}{(0.24566)^2}
=-1.26\times10^{-4}.
\]

The inferred spacing is too small by about 0.0004 angstrom. With the room-temperature thermal expansion of roughly \(2.6\times10^{-6}\) per kelvin held constant, cooling the crystal by about 50 K would raise the Bragg angle by as much as refraction does. The expansion of silicon falls on cooling, so the real figure is nearer 55 K. A temperature change of 1 K shifts it by 0.14 arcsec, about 2 per cent of the refraction shift.

For the \(m\)th order from the same planes, \(\sin\theta_m=m\sin\theta_B\), and the error falls as \(1/m^2\). In the fourth order, 444, it is \(-7.9\times10^{-6}\), sixteen times smaller than for 111. High orders therefore reduce the correction to the spacing, but it does not fall below \(\delta\) in magnitude, because \(\sin\theta_m\) cannot exceed one.

The computed values are collected in the numerical output below.

## Numbers as computed

```
Lattice parameter of silicon: 5.43102 angstrom
Spacing of (111) planes: 3.13560 angstrom
Cu K-alpha1 wavelength: 1.54059 angstrom
Photon energy: 8047.8 eV
Vacuum Bragg angle: 14.2209 degrees
sin(theta_B): 0.24566
tan(theta_B): 0.25343
cot(theta_B): 3.94590
sin(2 theta_B): 0.47627
Given delta: 7.60e-06
Free-electron delta: 7.442e-06
Given over free-electron delta: 1.021
Surface refraction part: 6.186 arcsec
Internal wavelength part: 0.397 arcsec
Refraction shift, formula: 6.583 arcsec
Refraction shift, formula: 31.91 microradian
Shift, exact wavevector matching: 6.5825 arcsec
First-order formula minus exact: 4.1e-04 arcsec
Shift, centre of computed stop band: 6.582 arcsec
Form-factor ratio, rough input: 0.75
Geometric factor of 111 per atom: 0.7071
Magnitude of chi_h: 8.061e-06
Stop band lower edge: 3.092 arcsec
Stop band upper edge: 10.073 arcsec
Stop band width, sigma: 6.981 arcsec
Stop band width, pi: 6.138 arcsec
Extinction depth (intensity 1/e): 7473 angstrom
Absorption index beta, rough input: 1.7e-07
Absorption depth off reflection: 1.77e+05 angstrom
Peak reflectivity with absorption: 0.942
Peak position with absorption: 4.11 arcsec
Peak position, uniform absorption: 6.58 arcsec
Half-height midpoint with absorption: 6.556 arcsec
Shift at phi = +1 degree: 6.16 arcsec
Shift at phi = -1 degree: 7.07 arcsec
Symmetric Laue shift below 1e-6 arcsec: True
Relative error of inferred spacing: -1.259e-04
Thermal expansion, rough input: 2.6e-06 per K
Bragg angle change on heating by 1 K: -0.136 arcsec
Cooling that mimics the shift: 48 K
K-alpha doublet separation, rough input: 20 eV
K-alpha doublet separation in angle: 130 arcsec
Natural line width, rough input: 2 eV
Natural line width in angle: 13 arcsec
Shift uncertainty from rounding delta: 0.043 arcsec
```
